# Foil thickness from the log-ratio of total and zero-loss intensities

## The choice to be made

An electron energy-loss spectrum has been recorded through a thin foil, and the foil thickness is wanted. Two areas can be read from the spectrum: the area $I_0$ of the zero-loss peak, which holds the electrons that lost no energy or too little to be resolved, and the area $I_t$ of the whole spectrum, zero-loss peak included. The calculation depends on how they are combined. For the foil used as an example below, 90 nm thick, two plausible ratios of these areas give 68 nm and 123 nm. The derivation decides which combination is right, and which mean free path must multiply it.

## First case: a foil so thin that one event is the most that happens

Let $\lambda$ be the inelastic mean free path, defined by the statement that an electron crossing a very thin layer $dz$ has the probability $dz/\lambda$ of an inelastic event. Only events whose energy loss lies outside the zero-loss peak are counted here. Phonon losses, well below 1 eV, stay inside the peak and are left out of $\lambda$. For a foil with $t\ll\lambda$ the scattered fraction is then nearly $t/\lambda$. If all transmitted electrons are recorded, that fraction is $(I_t-I_0)/I_t$, so

$$\frac{t}{\lambda}\approx\frac{I_t-I_0}{I_t}.$$

Since $I_0\approx I_t$ in this limit, one could equally divide by $I_0$. The thin-foil argument cannot choose between the two forms. Their difference is of second order in $t/\lambda$, the order at which repeated events enter.

## Second case: any thickness, built from thin layers

The assumptions are now needed in full. The foil is uniform over the illuminated area, the beam is parallel, and $t$ is measured along the beam. The chance of an event in a layer does not depend on where earlier events happened or on whether there were any.

Let $P_0(z)$ be the probability that an electron has had no inelastic event by depth $z$. To be unscattered at $z+dz$, it must be unscattered at $z$ and must also pass the next layer without an event. Independence allows the two probabilities to be multiplied:

$$P_0(z+dz)=P_0(z)\left(1-\frac{dz}{\lambda}\right).$$

Subtracting $P_0(z)$ and dividing by $dz$ gives

$$\frac{dP_0}{dz}=-\frac{P_0}{\lambda},\qquad P_0(0)=1,$$

with the solution

$$P_0(t)=e^{-t/\lambda}.$$

The same result follows from a finite number $N$ of layers. With $x=t/\lambda$, the survival probability is $(1-x/N)^N$, whose logarithm is

$$N\ln\left(1-\frac{x}{N}\right)=-x-\frac{x^2}{2N}-\dots$$

The error of the layer picture thus falls as $1/N$. For $x=0.6$, going from 2000 to 4000 layers reduced the error in $P_0$ by a factor of 2.000, as this expansion requires.

## Repeated events

Let $P_n(z)$ be the probability of $n$ events by depth $z$. There are two ways to have $n\ge1$ events at $z+dz$: have $n$ already and add none, or have $n-1$ and add one. Two events in the same layer have a probability of order $dz^2$ and drop out. Hence

$$P_n(z+dz)=P_n(z)\left(1-\frac{dz}{\lambda}\right)+P_{n-1}(z)\frac{dz}{\lambda},$$

$$\frac{dP_n}{dz}=\frac{P_{n-1}-P_n}{\lambda},\qquad P_n(0)=0.$$

Write $P_n=e^{-z/\lambda}u_n$. The left side becomes $e^{-z/\lambda}(u_n'-u_n/\lambda)$. The term $-u_n/\lambda$ appears on both sides and cancels, leaving

$$u_n'=\frac{u_{n-1}}{\lambda},\qquad u_0=1,\qquad u_n(0)=0\ \ (n\ge1).$$

Integration gives $u_1=z/\lambda$, then $u_2=(z/\lambda)^2/2$. If $u_{n-1}=(z/\lambda)^{n-1}/(n-1)!$, one more integration raises the power by one and divides by $n$. By induction, at the exit face,

$$P_n=\frac{x^n}{n!}e^{-x},\qquad x=\frac{t}{\lambda}.$$

This is the Poisson distribution. It is normalized, because $\sum_n x^n/n!=e^x$. Its mean is

$$\sum_{n\ge1}nP_n=x e^{-x}\sum_{n\ge1}\frac{x^{n-1}}{(n-1)!}=x,$$

so $t/\lambda$ is the mean number of inelastic events per electron.

For $x=0.6$ the probabilities of 0, 1, 2 and 3 events are 0.549, 0.329, 0.099 and 0.020. About 12 % of the electrons have scattered more than once, although the foil is thinner than one mean free path.

## The log-ratio formula

Let $C$ be the number of recorded electrons, multiplied by any detector gain common to the whole spectrum. The intensity of electrons with $n$ events is $I_n=CP_n$. Therefore

$$I_t=C\sum_{n\ge0}P_n=C,\qquad I_0=Ce^{-t/\lambda}.$$

Dividing removes $C$:

$$\frac{I_t}{I_0}=e^{t/\lambda}.$$

Taking the natural logarithm gives

$$\boxed{\frac{t}{\lambda}=\ln\frac{I_t}{I_0}}$$

The sign is right: $I_t\ge I_0$, so the thickness cannot be negative, and it vanishes when nothing has scattered.

The thin-foil estimates can now be judged:

$$\frac{I_t-I_0}{I_t}=1-e^{-x}=x-\frac{x^2}{2}+\dots,$$

$$\frac{I_t-I_0}{I_0}=e^x-1=x+\frac{x^2}{2}+\dots$$

The first is too small because it counts a twice-scattered electron once. The second is too large because its denominator has been depleted. In the thick limit the first saturates at 1 and carries no more information, while the second grows exponentially.

## A spectrum with a known thickness

Take $\lambda=150$ nm and $t=90$ nm, so $x=0.6$. For the energy lost in one event, use a damped-oscillator shape,

$$s(E)\propto\frac{E\,\Gamma E_p^2}{(E^2-E_p^2)^2+E^2\Gamma^2},$$

with $E_p=17$ eV and $\Gamma=4$ eV, normalized to unit area. The energy distribution $f(E,z)$ obeys a balance like the one for $P_n$: electrons leave energy loss $E$ when they scatter, and arrive from smaller losses,

$$\frac{\partial f}{\partial z}=-\frac{f}{\lambda}+\frac{1}{\lambda}\int_0^E s(E')f(E-E',z)\,dE'.$$

Integrating this equation numerically from the entrance face produces a spectrum without using the Poisson law. At the exit $I_0/I_t=0.5488$, and

$$t=150\ \text{nm}\times\ln\frac{1}{0.5488}=150\ \text{nm}\times0.6000=90.0\ \text{nm}.$$

The two thin-foil estimates from the same spectrum are 67.7 nm and 123.3 nm.

The shape $s(E)$ does not appear in the formula, since a scattered electron counts in $I_t$ whatever energy it lost. This was tested by replacing the peak with a flat distribution between 10 and 40 eV. With each shape normalized over the computed range of 0 to 400 eV, the log-ratio agreed with $t/\lambda$ to within $2\times10^{-4}$ for thicknesses of 30, 90 and 300 nm.

## How much of the Poisson assumption is used?

With full collection, $I_t$ counts every electron once, however many events it has had. The formula then needs the value of $P_0$ alone, and $P_0$ depends on the rate of the first event. Later events may follow another law.

Suppose the rate becomes $3/\lambda$ after the first event. Then $P_0$ is unchanged, but

$$\frac{dP_1}{dz}=\frac{P_0}{\lambda}-\frac{3P_1}{\lambda}.$$

Multiplying by $e^{3z/\lambda}$ and inserting $P_0=e^{-z/\lambda}$,

$$\frac{d}{dz}\left(P_1e^{3z/\lambda}\right)=\frac{e^{2z/\lambda}}{\lambda},\qquad P_1=\frac{e^{-x}-e^{-3x}}{2}.$$

For $x=0.6$ this is 0.192 instead of 0.329. The layer-by-layer calculation gives the same 0.192, with $P_0$ still 0.549 and the total still 1. The thickness result does not move.

The first-event rate may also vary with depth, as in a stack of different films. Then $dP_0/dz=-P_0/\lambda(z)$, and the log-ratio gives

$$\ln\frac{I_t}{I_0}=\int_0^t\frac{dz}{\lambda(z)}=\sum_i\frac{t_i}{\lambda_i}.$$

One measurement yields this sum, not the separate thicknesses.

## Electrons lost by elastic scattering

Elastic scattering sends some electrons outside the recorded beam. Suppose it removes them at the rate $1/L$, the same for every $n$. Each equation for $P_n$ gains a term $-P_n/L$, and each solution is multiplied by $e^{-t/L}$. The factor is common to $I_0$ and $I_t$ and cancels in their ratio.

It does not cancel if the incident intensity $I_\text{inc}$ is used in place of $I_t$:

$$\ln\frac{I_\text{inc}}{I_0}=\frac{t}{\lambda}+\frac{t}{L}.$$

With the round choice $L=500$ nm this is $0.60+0.18=0.78$, or an apparent 117 nm. For silicon at 200 keV behind a 5 mrad aperture, a screened-atom estimate puts $L$ nearer 165 nm, and the apparent thickness near 170 nm. The recorded total still gives 90 nm. This settles which intensity belongs in the numerator.

## An aperture that rejects some inelastic electrons

Inelastic events also deflect electrons. Let an on-axis aperture of semi-angle $\beta$ accept the fraction $F_n$ of electrons with $n$ events, with $F_0=1$ for a parallel beam. Now

$$\frac{I_t}{I_0}=\frac{\sum_nP_nF_n}{P_0}=\sum_{n\ge0}\frac{x^n}{n!}F_n.$$

Here the whole distribution matters. If each event keeps the same share $F$ of the electrons, then $F_n=F^n$ and the sum is $e^{Fx}$:

$$\ln\frac{I_t}{I_0}=\frac{Ft}{\lambda}=\frac{t}{\lambda_\beta},\qquad\lambda_\beta=\frac{\lambda}{F}.$$

The formula keeps its form, but its mean free path belongs to the aperture. When the aperture accepts everything, $F=1$ and $\lambda_\beta=\lambda$.

To estimate $F$, consider the momentum transferred. An electron of momentum $p$ and speed $v$ that loses a small energy $E$ loses forward momentum $E/v$, because $dE=v\,dp$. A small deflection $\theta$ adds the transverse part $p\theta$. The squared transfer is

$$q^2=\left(\frac{E}{v}\right)^2+(p\theta)^2=p^2(\theta^2+\theta_E^2),\qquad\theta_E=\frac{E}{pv}.$$

For 17 eV lost at 200 keV, $\theta_E=0.0495$ mrad. Assume a scattering probability per solid angle proportional to $1/q^2$, the form for small momentum transfer, cut off at an angle $\theta_c$. The probability within $\beta$ is proportional to

$$\int_0^\beta\frac{2\pi\theta\,d\theta}{\theta^2+\theta_E^2}=\pi\ln\left(1+\frac{\beta^2}{\theta_E^2}\right),$$

and therefore

$$F=\frac{\ln(1+\beta^2/\theta_E^2)}{\ln(1+\theta_c^2/\theta_E^2)}.$$

With $\beta=5$ mrad and $\theta_c=10$ mrad, $F=9.23/10.62=0.87$ and $\lambda_\beta=172.5$ nm.

The law $F_n=F^n$ is an approximation. A second deflection can push an accepted electron out of the aperture, but it can also bring a rejected one back. Adding random deflections for a million electrons gave $F_2=0.752$ against $F^2=0.756$, and $F_3=0.651$ against $F^3=0.657$. The last digit of these sampled fractions is uncertain by about one unit. The resulting log-ratio is 0.521, against $Fx=0.522$. Multiplied by $\lambda_\beta$ it gives 89.9 nm; multiplied by the full $\lambda$ it gives 78.2 nm. In this case the approximation costs about 0.1 nm, and the wrong mean free path costs 12 nm. The first figure depends on the aperture and the thickness. At $\beta=\theta_c$ one has $F=1$ but $F_2=0.98$, and the thickness comes out low by about 0.5 nm at 90 nm and 5 nm at 300 nm.

## Where the two integrals begin and end

A real zero-loss peak has a width, and a real spectrum stops somewhere. Let the model spectrum be broadened to a resolution of 1 eV (full width at half maximum), and count everything up to 4 eV as zero loss. The measured $I_0$ is then 0.5505 per incident electron instead of 0.5488. The excess consists of small energy losses from the tail of $s(E)$ that fall inside the window. It lowers the log-ratio by $0.0017/0.5488=0.003$, or about 0.5 nm. These values and the table below come from an energy step of 0.25 eV, which extends each window by half a step. With a much finer step $I_0$ is 0.5504, the shift is 0.4 nm, and the last two thicknesses in the table become 89.3 and 89.6 nm.

The upper limit acts on $I_t$. If a fraction $\epsilon$ of the total lies beyond it, the log-ratio changes by $\ln(1-\epsilon)\approx-\epsilon$. With the zero-loss window fixed, the results are:

| Upper limit | $I_t$ | Thickness |
|---|---|---|
| 50 eV | 0.976 | 85.9 nm |
| 100 eV | 0.998 | 89.2 nm |
| 400 eV | 1.000 | 89.5 nm |

Stopping at 50 eV omits 2.4 % of the electrons and lowers the thickness by 3.7 nm relative to the 400 eV window. Thicker foils need a wider window, since the mean energy loss is proportional to the mean number of events.

## Uneven foils, surfaces and counting noise

**Thickness spread.** Let the thickness vary uniformly between $t-d$ and $t+d$ under the beam, with full collection. The total is unaffected, but the zero-loss intensity is an average of exponentials:

$$\frac{I_0}{I_t}=\frac{1}{2d}\int_{t-d}^{t+d}e^{-t'/\lambda}dt'=e^{-t/\lambda}\,\frac{\sinh(d/\lambda)}{d/\lambda}.$$

Thus

$$\ln\frac{I_t}{I_0}=\frac{t}{\lambda}-\ln\frac{\sinh(d/\lambda)}{d/\lambda}\approx\frac{t}{\lambda}-\frac{1}{6}\left(\frac{d}{\lambda}\right)^2.$$

The thin parts weigh more in the zero-loss peak, so the result is below the mean thickness. For $d=30$ nm the correction is $0.2^2/6=0.0067$, or 1 nm.

**Surfaces.** A fast electron can also excite the surfaces. If each face adds one event with probability $p_s$, the zero-loss intensity gains a factor $(1-p_s)^2$ and the total is unchanged:

$$\ln\frac{I_t}{I_0}=\frac{t}{\lambda}-2\ln(1-p_s).$$

With a rough $p_s=0.02$ the added term is 0.040, and the foil appears to be 96 nm thick. This is an upper estimate, because the surfaces also reduce the bulk losses near them, which is ignored here. In this model the offset of 6 nm does not shrink with the foil, so its relative weight is largest for thin ones.

**Counting noise.** Of $N$ recorded electrons, let $K$ be in the zero-loss peak. $K$ follows a binomial distribution with mean $Np_0$ and variance $Np_0(1-p_0)$, where $p_0=e^{-x}$. A small fluctuation $\delta K$ changes $\ln(N/K)$ by $-\delta K/(Np_0)$, so the standard error of $x$ is

$$\sigma_x=\sqrt{\frac{1-p_0}{Np_0}}=\sqrt{\frac{e^x-1}{N}}.$$

For $N=10^6$ and $x=0.6$ this is $9.1\times10^{-4}$, or 0.14 nm. Repeated random counts gave the same spread. In a thick foil $\sigma_x$ grows as $e^{x/2}$, because few electrons remain in the zero-loss peak.

## The numbers beside a real foil

The parameters are rough values for silicon at 200 keV: a main loss near 17 eV and a mean free path of the order of 150 nm. The loss shape omits the band gap and the core edges of silicon, so the window errors above belong to the model. In silicon the gap removes part of the low-energy tail, but a 200 keV electron moves faster than light does in the crystal, and Cherenkov losses add intensity below 4 eV, so the real tail need not be smaller. Core losses begin near 100 eV. If $\lambda$ includes core events, a window ending there can lower the thickness by much more than the table shows. A crystalline foil can break the assumption about elastic scattering. Diffraction redirects electrons, and if the aperture then treats elastic and inelastic electrons differently, the common factor no longer cancels. That effect is not sized here. A weaker form of it exists without diffraction, since elastic and inelastic deflections add before the aperture is reached. A screened-atom estimate for silicon with the 5 mrad aperture raises the result by about 0.4 nm at 90 nm and 7 nm at 300 nm.

The logarithm gives thickness in mean free paths; nanometres require $\lambda$. Since $t=\lambda\ln(I_t/I_0)$, a 10 % error in $\lambda$ is a 10 % error in $t$, here 9 nm. That is far more than the counting noise, so for this foil longer recording would not help much. A value of $\lambda$ suited to the beam energy, material and aperture would. When the thicknesses of two regions of the same material are compared under the same conditions, $\lambda$ cancels from their ratio, and this error disappears. Additive offsets do not cancel: with the surface term above, regions of 90 and 30 nm give a ratio of 2.66 instead of 3. The numerical output below lists the main values.

## Calculated quantities

```
Mean free path: 150 nm; true thickness: 90 nm
True t/lambda: 0.6000
Beam energy: 200 keV
Loss peak: 17 eV; width: 4 eV
Probability of 0 events: 0.5488
Probability of 1 events: 0.3293
Probability of 2 events: 0.0988
Probability of 3 events: 0.0198
Layer error ratio, 2000 to 4000 layers: 2.000
Later rate tripled: P0 = 0.5488, P1 = 0.1918
Ideal spectrum, I_0/I_t: 0.5488
Ideal spectrum, ln(I_t/I_0): 0.6000
Ideal spectrum, thickness: 90.00 nm
Estimate lambda*(I_t-I_0)/I_t: 67.7 nm
Estimate lambda*(I_t-I_0)/I_0: 123.3 nm
Resolution: 1.0 eV; zero-loss window to 4 eV
Recorded I_0 per incident electron: 0.5505
Window to 50 eV: I_t = 0.9759, log ratio = 0.5725, t = 85.88 nm
Window to 100 eV: I_t = 0.9980, log ratio = 0.5949, t = 89.24 nm
Window to 400 eV: I_t = 1.0000, log ratio = 0.5969, t = 89.54 nm
Elastic removal length: 500 nm
With removal, from I_t: 90.00 nm
With removal, from incident beam: 117.00 nm
Characteristic angle: 0.0495 mrad
Aperture: 5 mrad; angular cutoff: 10 mrad
Accepted fraction F for one event: 0.8695
2 events: sampled F_n = 0.752, F^n = 0.756
3 events: sampled F_n = 0.651, F^n = 0.657
Aperture log ratio: sampled 0.5211, F*t/lambda 0.5217
Mean free path for this aperture: 172.5 nm
Thickness with aperture mean free path: 89.9 nm
Thickness with full mean free path: 78.2 nm
Thickness spread +/-30 nm: result 89.00 nm
Surface event chance per face (rough): 0.02
Surface events, apparent thickness: 96.06 nm
Recorded electrons: 1000000
Counting error in t/lambda: formula 0.000907, sampled 0.000907
Counting error in thickness: 0.136 nm
Thickness error from 10 % error in lambda: 9.0 nm
```
